# Why σ·n turns one spinor harmonic into minus its partner, part 2

In the Dirac equation with a central potential, the signs of the terms coupling the two radial functions depend on how \(\boldsymbol\sigma\cdot\mathbf n\) acts on the spinor harmonics. The problem is to find the coefficient \(c_\kappa\) in

\[
\boldsymbol\sigma\cdot\mathbf n\,\Omega_{\kappa m}=c_\kappa\,\Omega_{-\kappa,m}.
\]

Here \(\mathbf n=\mathbf r/r\) has polar angle \(\theta\) and azimuth \(\phi\), \(\boldsymbol\sigma\) is the vector of Pauli matrices, and \(\chi_{1/2}=\chi_\uparrow\) and \(\chi_{-1/2}=\chi_\downarrow\) are the eigenvectors of \(\sigma_z\) with eigenvalues \(+1,-1\). Angular momenta are in units of \(\hbar\): \(\mathbf L=-i\,\mathbf r\times\nabla\), \(\mathbf S=\boldsymbol\sigma/2\), \(\mathbf J=\mathbf L+\mathbf S\). The momentum \(\mathbf p=-i\hbar\nabla\) keeps its \(\hbar\).

For nonzero integer \(\kappa\), the spinor harmonics are

\[
\Omega_{\kappa m}(\mathbf n)=\sum_{s=\pm1/2}
\langle l_\kappa\,m-s,\tfrac12\,s|j\,m\rangle\,
Y_{l_\kappa,m-s}(\mathbf n)\,\chi_s ,
\qquad m=-j,\dots,j .
\]

The orbital angular momentum is \(l_\kappa\). The \(Y_{l\mu}\) and the Clebsch–Gordan coefficients have Condon–Shortley phases. With \(J_\pm=J_x\pm iJ_y\), and \(S_\pm\) defined likewise,

\[
J_\pm\Omega_{\kappa m}=\sqrt{(j\mp m)(j\pm m+1)}\;\Omega_{\kappa,m\pm1}.
\]

The product rule for Pauli matrices, with repeated indices summed, is

\[
\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k .
\]

It gives \((\boldsymbol\sigma\cdot\mathbf n)^2=1\), the unit square, and hence

\[
c_\kappa c_{-\kappa}=1 .
\]

For any radial function \(g(r)\),

\[
\boldsymbol\sigma\cdot\mathbf p\;g\,\Omega_{\kappa m}
=-i\hbar\left(\frac{dg}{dr}+\frac{1+\kappa}{r}\,g\right)
\boldsymbol\sigma\cdot\mathbf n\,\Omega_{\kappa m}.
\]

Symmetry leaves the phase of \(c_\kappa\) open, because it changes when \(\Omega_{\kappa m}\) and \(\Omega_{-\kappa,m}\) are multiplied by different phase factors \(e^{i\alpha_\kappa}\) and \(e^{i\alpha_{-\kappa}}\), with real \(\alpha_\kappa\) independent of \(m\). It must be read off from the functions as defined.

## What the z axis says about the coefficient

The symbols carried over are these. The spinor harmonic \(\Omega_{\kappa m}\) has \(j=|\kappa|-\tfrac12\). Its orbital angular momentum, written \(l\) below, is \(\kappa\) for \(\kappa>0\) and \(-\kappa-1\) for \(\kappa<0\). It is built from \(Y_{l\mu}\) and \(\chi_\uparrow,\chi_\downarrow\) with Clebsch–Gordan coefficients, orbital part first. It obeys \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(1+\kappa)\Omega_{\kappa m}\). Symmetry has given

\[
\boldsymbol\sigma\cdot\mathbf n\,\Omega_{\kappa m}=c_\kappa\,\Omega_{-\kappa,m},
\qquad |c_\kappa|=1,
\]

with \(c_\kappa\) independent of \(m\) and \(\mathbf n\). One direction and one value of \(m\) therefore suffice to find it, provided the spinors do not vanish there.

The convenient direction is the positive \(z\) axis, \(\mathbf n=\mathbf z\). A harmonic with \(\mu\neq0\) contains \(e^{i\mu\phi}\), and since \(\phi\) has no meaning at the pole, a continuous function of this form must vanish there. For \(\mu=0\), \(Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l(\cos\theta)\) with \(P_l(1)=1\). Thus

\[
Y_{l\mu}(\mathbf z)=\delta_{\mu0}\sqrt{\frac{2l+1}{4\pi}} .
\]

A spinor harmonic has \(\mu=m\mp\tfrac12\), so it survives on the axis only for \(m=\pm\tfrac12\). For larger \(|m|\) both sides vanish there and the comparison says nothing, which is why the independence of \(m\) was needed. Take \(m=\tfrac12\) and write

\[
\Omega_{\kappa,1/2}=a\,Y_{l0}\,\chi_\uparrow+b\,Y_{l1}\,\chi_\downarrow ,
\]

with real \(a\) and \(b\); for \(l=0\) the second term is absent. Only \(a\) matters on the axis. Its magnitude follows from the eigenvalue of

\[
\boldsymbol\sigma\cdot\mathbf L=\begin{pmatrix}L_z & L_-\\ L_+ & -L_z\end{pmatrix},
\qquad L_\pm=L_x\pm iL_y .
\]

In the upper row, \(L_zY_{l0}=0\) and \(L_-Y_{l1}=\sqrt{l(l+1)}\,Y_{l0}\), so

\[
\sqrt{l(l+1)}\;b=-(1+\kappa)\,a .
\]

For both signs of \(\kappa\), \(l(l+1)=\kappa(\kappa+1)\). Squaring and dividing by this product, for \(\kappa\neq-1\), gives \(b^2=a^2(1+\kappa)/\kappa\). Normalization then requires

\[
1=a^2+b^2=a^2\,\frac{2\kappa+1}{\kappa},
\qquad
a^2=\frac{\kappa}{2\kappa+1}=\frac{|\kappa|}{2l+1}.
\]

The last form holds because \(2\kappa+1\) equals \(2l+1\) for \(\kappa>0\) and \(-(2l+1)\) for \(\kappa<0\). The excluded case \(\kappa=-1\) has \(l=0\) and \(a^2=1\), in agreement with the same formula.

The sign of \(a\) comes from the phase convention, which is stated for the top state \(m=j\): the coefficient in which the first angular momentum has its largest projection is positive. Here the first angular momentum is \(l\). For \(\kappa<0\), \(j=l+\tfrac12\), and the top state is the single product \(Y_{ll}\chi_\uparrow\) with coefficient \(+1\). For \(\kappa>0\), \(j=l-\tfrac12\), and the top state is

\[
\Omega_{\kappa j}=a_{\rm top}\,Y_{l,l-1}\,\chi_\uparrow+b_{\rm top}\,Y_{ll}\,\chi_\downarrow ,
\qquad b_{\rm top}>0 .
\]

It is annihilated by \(J_+=L_++S_+\). With \(L_+Y_{l,l-1}=\sqrt{2l}\,Y_{ll}\), \(S_+\chi_\downarrow=\chi_\uparrow\), \(L_+Y_{ll}=0\) and \(S_+\chi_\uparrow=0\), this reads

\[
\left(\sqrt{2l}\,a_{\rm top}+b_{\rm top}\right)Y_{ll}\,\chi_\uparrow=0,
\qquad b_{\rm top}=-\sqrt{2l}\,a_{\rm top}.
\]

Since \(b_{\rm top}\) is positive, \(a_{\rm top}\) is negative.

This sign must be followed from \(m=j\) down to \(m=\tfrac12\). Let \(a_m\) be the coefficient of \(Y_{l,m-1/2}\chi_\uparrow\) in \(\Omega_{\kappa m}\). In \(J_-=L_-+S_-\) the spin part produces \(\chi_\downarrow\) and never \(\chi_\uparrow\), so the upper component of the lowered state comes from \(L_-\) alone:

\[
\sqrt{(j+m)(j-m+1)}\;a_{m-1}
=\sqrt{(l+m-\tfrac12)(l-m+\tfrac32)}\;a_m .
\]

For \(\tfrac32\leq m\leq j\) both roots are positive, and \(a_{m-1}\) has the sign of \(a_m\). At \(m=\tfrac12\) the coefficient is thus positive for \(\kappa<0\) and negative for \(\kappa>0\):

\[
a=-\,\mathrm{sgn}(\kappa)\sqrt{\frac{|\kappa|}{2l+1}} .
\]

On the axis this is multiplied by \(Y_{l0}(\mathbf z)\), and the factor \(2l+1\) cancels:

\[
\Omega_{\kappa,1/2}(\mathbf z)=-\,\mathrm{sgn}(\kappa)\sqrt{\frac{|\kappa|}{4\pi}}\;\chi_\uparrow .
\]

The partners \(\kappa\) and \(-\kappa\) have equal magnitudes here, as \(|c_\kappa|=1\) demands, and opposite signs. At \(\mathbf n=\mathbf z\) the operator is \(\sigma_z\), which leaves \(\chi_\uparrow\) unchanged, so \(\boldsymbol\sigma\cdot\mathbf n\,\Omega_{\kappa,1/2}=c_\kappa\Omega_{-\kappa,1/2}\) becomes

\[
-\,\mathrm{sgn}(\kappa)\sqrt{\frac{|\kappa|}{4\pi}}
=c_\kappa\,\mathrm{sgn}(\kappa)\sqrt{\frac{|\kappa|}{4\pi}} ,
\qquad c_\kappa=-1 .
\]

This holds for every nonzero \(\kappa\), and hence for all \(m\) and all \(\mathbf n\):

\[
\boldsymbol\sigma\cdot\mathbf n\,\Omega_{\kappa m}=-\Omega_{-\kappa,m}.
\]

The evaluation has supplied the magnitude of \(c_\kappa\) as well as its phase, so the unit square served as a check on it.

The value \(m=-\tfrac12\) must give the same answer, although \(\sigma_z\chi_\downarrow=-\chi_\downarrow\). Lowering \(\Omega_{\kappa,1/2}\) gives \((j+\tfrac12)\,\Omega_{\kappa,-1/2}=|\kappa|\,\Omega_{\kappa,-1/2}\). The coefficient of \(Y_{l0}\chi_\downarrow\) in the lowered state is \(a+\sqrt{l(l+1)}\,b=a-(1+\kappa)a=-\kappa a\). Division by \(|\kappa|\) leaves \(-\mathrm{sgn}(\kappa)\,a=+\sqrt{|\kappa|/(2l+1)}\), positive for both partners. The two spinors now agree on the axis, and the minus sign comes from \(\sigma_z\).

The smallest case can be checked in every direction. From \(\Omega_{-1,1/2}=\chi_\uparrow/\sqrt{4\pi}\),

\[
\boldsymbol\sigma\cdot\mathbf n\,\Omega_{-1,1/2}
=\frac{1}{\sqrt{4\pi}}\begin{pmatrix}\cos\theta\\ \sin\theta\,e^{i\phi}\end{pmatrix}.
\]

For \(\kappa=1\) the formulas above give \(a=-\sqrt{1/3}\) and \(b=\sqrt{2/3}\). With \(Y_{10}=\sqrt{3/4\pi}\cos\theta\) and \(Y_{11}=-\sqrt{3/8\pi}\sin\theta\,e^{i\phi}\), both components of \(\Omega_{1,1/2}\) are the negatives of those just found.

A numerical case with larger \(l\) shows the cancellations at work. Take \(\kappa=2\), \(m=\tfrac12\), \(\theta=60^\circ\), \(\phi=30^\circ\), so that \(\mathbf n=(0.7500,\,0.4330,\,0.5000)\). The coupling coefficients are \(a=-0.6325\) and \(b=0.7746\), and the harmonics are \(Y_{20}=-0.0788\) and \(Y_{21}=-0.2897-0.1673i\). Their products are the components

\[
\Omega_{2,1/2}=\begin{pmatrix}0.0499\\ -0.2244-0.1296i\end{pmatrix}.
\]

The upper component of \(\boldsymbol\sigma\cdot\mathbf n\,\Omega_{2,1/2}\) is

\[
0.5000\,(0.0499)+(0.7500-0.4330i)(-0.2244-0.1296i)
=0.0249-0.2244=-0.1995 ,
\]

and the lower one is

\[
(0.7500+0.4330i)(0.0499)-0.5000\,(-0.2244-0.1296i)
=0.1496+0.0864i .
\]

The partner has \(l=1\), couplings \(0.8165\) and \(0.5774\), and harmonics \(Y_{10}=0.2443\) and \(Y_{11}=-0.2591-0.1496i\). Its components are \(0.1995\) and \(-0.1496-0.0864i\), the negatives of the two results. Both spinors have the density \(0.0696\) per steradian in this direction, although their components differ. On the \(z\) axis their upper components are \(-0.3989\) for \(\kappa=2\) and \(+0.3989\) for \(\kappa=-2\). The numerical check tests the identity for all \(m\) with \(|\kappa|\leq4\) in twelve random directions.

With other conventions the coefficient changes by the factor \(e^{i(\alpha_\kappa-\alpha_{-\kappa})}\) that arises when each \(\Omega_{\kappa m}\) is multiplied by \(e^{i\alpha_\kappa}\). If the spin is coupled first, the convention makes the coefficient of \(\chi_\uparrow\) in the top state positive. This reverses all spinors with \(\kappa>0\) and leaves those with \(\kappa<0\) alone. One member of each pair changes sign, and the coefficient becomes \(+1\). If instead the harmonics are defined as \(i^lY_{l\mu}\), with the orbital part first, the coefficient becomes

\[
-\,i^{\,l_\kappa-l_{-\kappa}}=-i\,\mathrm{sgn}(\kappa),
\]

because \(l_\kappa-l_{-\kappa}=\mathrm{sgn}(\kappa)\). The product for \(\kappa\) and \(-\kappa\) is \((-i)(i)=1\), as the unit square requires. The program confirms both cases. Before formulas from different sources are combined, their phase conventions should therefore be compared, and the spinors converted where their phases differ.

In the convention used here, the momentum operator acts as

\[
\boldsymbol\sigma\cdot\mathbf p\;g\,\Omega_{\kappa m}
=i\hbar\left(\frac{dg}{dr}+\frac{1+\kappa}{r}g\right)\Omega_{-\kappa,m},
\]

where \(-i\hbar\) from the operator has met \(c_\kappa=-1\). Let the Dirac spinor have upper component \(g\,\Omega_{\kappa m}\) and lower component \(if\,\Omega_{-\kappa,m}\), with real \(g(r)\) and \(f(r)\). For mass \(m_e\), potential energy \(V(r)\) and total energy \(E\), the equations \(c\,\boldsymbol\sigma\cdot\mathbf p\,(\text{lower})=(E-V-m_ec^2)(\text{upper})\) and \(c\,\boldsymbol\sigma\cdot\mathbf p\,(\text{upper})=(E-V+m_ec^2)(\text{lower})\), in which \(c\) without index is the speed of light, become

\[
-\hbar c\left(\frac{df}{dr}+\frac{1-\kappa}{r}f\right)=(E-V-m_ec^2)\,g ,
\]

\[
\hbar c\left(\frac{dg}{dr}+\frac{1+\kappa}{r}g\right)=(E-V+m_ec^2)\,f .
\]

The minus sign in the first equation is \(i\cdot i\). The nonrelativistic limit tests the relative sign. Where \(|E-V-m_ec^2|\ll2m_ec^2\), the second equation gives to leading order \(f=(\hbar/2m_ec)\,[dg/dr+(1+\kappa)g/r]\). Inserted into the first, this yields

\[
-\frac{\hbar^2}{2m_e}\left(\frac{d^2g}{dr^2}+\frac2r\frac{dg}{dr}
-\frac{\kappa(\kappa+1)}{r^2}g\right)=(E-V-m_ec^2)\,g ,
\]

which is the radial Schrödinger equation, since \(\kappa(\kappa+1)=l(l+1)\). Had \(c_\kappa\) been reversed in one of the two equations, the kinetic energy would have come out negative.

A reversal in both equations is equivalent to \(f\to-f\) and leaves the energies unchanged. It shows in the probability current, which is \(c\) times the sum of \((\text{upper})^\dagger\boldsymbol\sigma(\text{lower})\) and its complex conjugate, and so is proportional to \(gf\). For \(\kappa=-1\), \(m=\tfrac12\), the lower angular function is \(\Omega_{1,1/2}=-\boldsymbol\sigma\cdot\mathbf n\,\chi_\uparrow/\sqrt{4\pi}\). The product rule gives \(\chi_\uparrow^\dagger\boldsymbol\sigma\,(\boldsymbol\sigma\cdot\mathbf n)\chi_\uparrow=\mathbf n+i\,\mathbf n\times\mathbf z\). Multiplied by \(-i\), this becomes \(-i\mathbf n+\mathbf n\times\mathbf z\), whose imaginary part cancels against the conjugate term, so that

\[
\mathbf j=\frac{c\,gf}{2\pi}\,\mathbf n\times\mathbf z
=-\frac{c\,gf}{2\pi}\,\sin\theta\;\hat{\boldsymbol\phi},
\]

where \(\hat{\boldsymbol\phi}\) is the unit vector of increasing azimuth. In the nonrelativistic limit \(f=(\hbar/2m_ec)\,dg/dr\), which is negative where a positive \(g\) decreases outward. In general \(gf\) then has the sign of \(d(g^2)/dr\). Wherever \(g^2\) decreases outward, as it does at all radii in the hydrogen \(1s\) state, the probability circulates in the positive sense about the spin direction; where \(g^2\) increases, as between the node and the next maximum of \(g^2\) in the \(2s\) state, the local sense is the opposite. With the opposite sign of \(c_\kappa\) in both equations and the same spinor harmonics, the computed circulation, and with it the magnetic moment it produces, would be reversed.

## Values computed for the example and the checks

```
All values dimensionless unless a unit is shown
kappa = 2, partner = -2, m = 0.5
theta = 60.0 degree, phi = 30.0 degree
n = 0.750000 0.433013 0.500000
kappa=2: l=2, j=1.5
  coupling up   = -0.632456
  coupling down = +0.774597
  Y_2,0(n) = -0.078848 +0.000000i
  Y_2,1(n) = -0.289706 -0.167262i
  Omega up   = +0.049868 +0.000000i
  Omega down = -0.224405 -0.129560i
  Omega up on z axis = -0.398942 +0.000000i
kappa=-2: l=1, j=1.5
  coupling up   = +0.816497
  coupling down = +0.577350
  Y_1,0(n) = +0.244301 +0.000000i
  Y_1,1(n) = -0.259121 -0.149603i
  Omega up   = +0.199471 +0.000000i
  Omega down = -0.149603 -0.086374i
  Omega up on z axis = +0.398942 +0.000000i
sigma.n row 1: +0.500000 +0.000000i | +0.750000 -0.433013i
sigma.n row 2: +0.750000 +0.433013i | -0.500000 +0.000000i
(sigma.n Omega_2) up   = -0.199471 +0.000000i
(sigma.n Omega_2) down = +0.149603 +0.086374i
density kappa=+2: 0.069630 per steradian
density kappa=-2: 0.069630 per steradian
c, standard convention, kappa=2: -1.000000 +0.000000i
c, spin coupled first, kappa=2: +1.000000 +0.000000i
c, with i^l Y_lm, kappa=2: +0.000000 -1.000000i
c, with i^l Y_lm, kappa=-2: +0.000000 +1.000000i
tested: |kappa| <= 4, 40 spinors, 12 directions
largest pointwise error      = 2.9e-16
largest coefficient error    = 2.2e-15
largest [J_i, sigma.n] entry = 7.3e-15
largest [L_z, sigma.n] entry = 0.9428
```
